Lifetime and amplitude of Shubnikov-de Haas oscillations in two dimensions

Electrons of charge −e, mass m and sheet density n move in a plane with a parabolic band and two degenerate spins. A field B is perpendicular to the plane; Zeeman splitting is neglected. A weak static potential V(r) scatters them elastically. It is Gaussian and isotropic with zero mean and correlation C(|r − r′|) = ⟨V(r)V(r′)⟩, whose range is d and whose Fourier transform is S(q). The notation is

ω_c = eB/m, ℓ² = ħ/(eB), k_F = √(2πn), v_F = ħk_F/m,
R_c = v_F/ω_c = ℓ²k_F, g₀ = m/(πħ²).

Here g₀ is the zero-field density of states for both spins. Many Landau levels are filled, so E_F ≫ ħω_c, and E_F ≫ k_BT. The problem is to find how large the resistivity oscillations are and which scattering time controls them.

**(a) Find the total scattering rate and the rate of momentum loss at B = 0. Which one broadens a one-electron state?**

Scattering from k to k′ transfers q = k′ − k. The golden rule, with the sum over final states written as (m/ħ²)∫dE′dθ/(2π)², gives the rate per unit angle

W(θ) = (2π/ħ)(m/ħ²) S(q)/(2π)² = m S(q)/(2πħ³),  q² = 2k_F²(1 − cos θ).

The total rate defines the quantum lifetime. A collision through θ removes the fraction 1 − cos θ of the forward momentum, which defines the transport time:

1/τ_q = ∫W(θ) dθ,  1/τ_tr = ∫W(θ)(1 − cos θ) dθ.

The disorder-averaged propagator has the self-energy Σ = ∫d²k′/(2π)² S(k − k′)G(k′) at second order in V. Since Im G = −πδ(E − E′),

Im Σ = −π(m/ħ²)∫S dθ/(2π)² = −(ħ/2)∫W dθ = −ħ/(2τ_q).

There is no factor 1 − cos θ. The averaged propagator measures the amplitude that remains in the original state, and a deflection through a small angle removes it as fully as a large one.

For smooth disorder, k_F d ≫ 1, the angles are small and the two rates become integrals over q ≈ k_F|θ|. Both signs of θ count, so

1/τ_q = m/(πħ³k_F) ∫₀^∞ S dq,  1/τ_tr = m/(2πħ³k_F³) ∫₀^∞ q²S dq.  (1)

With C = V₀² exp(−r²/2d²), S is proportional to exp(−q²d²/2). Then ⟨q²⟩ = 1/d², and τ_tr/τ_q = 2k_F²/⟨q²⟩ = 2(k_F d)². The two times can differ greatly.

**(b) Show that the same τ_q sets the width of the Landau levels.**

Write r = R + η, with R the guiding centre and η the position on the orbit. Disorder couples levels n and n′ through M = ⟨n|exp(iq·η)|n′⟩. For high levels M is the Fourier coefficient of exp(iz sin φ) on the classical orbit, with z = qR_c. This is the Bessel function J_p(z), p = n − n′:

J_p(z) = (1/2π)∫dφ exp[i(z sin φ − pφ)].

For |p| < z there are two stationary points, cos φ = p/z, each contributing a squared modulus 1/(2π√(z² − p²)). Their interference oscillates rapidly with q and averages out when d ≪ R_c. Hence

|M|² → 1/(π√(z² − p²)) ≈ 1/(πqR_c) for |p| ≪ qR_c.  (2)

The relevant p is of order 1/(ω_cτ_q) or of order one, and q is of order 1/d. The approximation therefore needs d ≪ R_c and d ≪ v_Fτ_q. We use the self-consistent Born approximation, which keeps the full propagator in the second-order self-energy but omits crossed correlation lines. Under the above conditions all nearby levels then have the same self-energy,

Σ = K Σ_n′ G_n′,  K = ∫q dq/(2π) · S/(πqR_c) = (1/2π²R_c)∫₀^∞ S dq.

Insert the first integral in (1) and use k_F/R_c = 1/ℓ² = mω_c/ħ:

K = ħ³k_F/(2πmR_cτ_q) = ħ²ω_c/(2πτ_q).

If the levels overlap so much that oscillations are negligible, Σ_n′ Im G_n′ = −π/(ħω_c). This gives Im Σ = −ħ/(2τ_q) again.

**(c) Find the oscillating density of states, first with a constant width and then with a self-consistent one.**

Each level is a Lorentzian of half-width Γ = ħ/(2τ_q) centred at (j + ½)ħω_c. A level holds 1/(πℓ²) = g₀ħω_c states per area with both spins, so ν = g/g₀ is ħω_c times the sum of the normalized Lorentzians. The sum may be extended to all integers j because E ≫ ħω_c, Γ. Poisson's formula reads

Σ_j f(j + ½) = Σ_s (−1)^s ∫f(x) exp(2πisx) dx,

where the sign comes from the shift by ½. The Fourier integral of a Lorentzian multiplies harmonic s by exp(−2π|s|Γ/ħω_c). Since 2πΓ/(ħω_c) = π/(ω_cτ_q),

ν(E) = 1 + 2Σ_{s≥1} (−1)^s λ^s cos(sβ),
λ = exp[−π/(ω_cτ_q)],  β = 2πE/(ħω_c).  (3)

The width itself oscillates, because it depends on the available final states. The identity Σ_j 1/(x − j − ½) = −π tan(πx) turns Σ = KΣG into

Σ = −(ħ/2τ_q) tan[π(E − Σ)/ħω_c] = −(iħ/2τ_q)N,  ν = Re N.

Let w = exp[2πi(E − Σ)/ħω_c], y = λ exp(iβ) and a = π/(ω_cτ_q). Writing the tangent in exponentials gives

N = (1 − w)/(1 + w),  w = y exp[−a(N − 1)] = y exp[2aw/(1 + w)].

For small λ the solution is w = y + 2ay² + …, and therefore

N = 1 − 2w + 2w² − … = 1 − 2y + 2(1 − 2a)y² + ….  (4)

Harmonic s contains only y^s, so the first harmonic of ν remains −2λ cos β as long as the series converges. Self-consistency first changes the second harmonic, from 2λ² to 2λ²(1 − 2a). This second coefficient relies on the omission of crossed lines. Shifts of the guiding centre by ℓ²q and ℓ²q′ commute only up to a phase ℓ²|q × q′|, of order ℓ²/d², so the crossed terms average out only if d ≪ ℓ. The exponent of the first harmonic does not need this condition; (d) obtains it without the self-consistent equation. At ω_cτ_q = 0.8 the numerical solution has the harmonics −0.039406 and −0.005321, both equal to these formulas to the digits shown.

**(d) Obtain the damping from the phase of a single orbit. What happens if the disorder is smoother than the orbit?**

An oscillation of the density of states requires an electron wave to return in phase after one period T_c = 2π/ω_c. The potential adds the phase φ = −(1/ħ)∮V dt. For Gaussian disorder ⟨exp(iφ)⟩ = exp(−⟨φ²⟩/2), with

½⟨φ²⟩ = (1/2ħ²)∫₀^{T_c}dt∫₀^{T_c}dt′ C(|r(t) − r(t′)|).

If d ≪ R_c, the path is nearly straight over a correlation length, and the inner integral is ∫C(v_F t)dt = (1/πv_F)∫₀^∞S dq. By (1), with v_F = ħk_F/m, this equals ħ²/τ_q. Hence

½⟨φ²⟩ = T_c/(2τ_q) = π/(ω_cτ_q).

This is the exponent of λ. A weak deflection hardly changes the current, but the potential that causes it still shifts the phase.

If instead d ≫ R_c, V is constant along the orbit and φ = −VT_c/ħ. Then ½⟨φ²⟩ = ½(2πV₀/ħω_c)², which varies as 1/B². The exponent π/(ω_cτ_q) no longer applies, and the condition d ≪ R_c is essential.

**(e) Find the conductivity σ_xx in a strong field, ω_cτ_tr ≫ 1.**

Between collisions the guiding centre is at rest. A sudden kick ħq leaves the position unchanged and moves the centre of the orbit by ħq/(eB) = ℓ²q, at right angles to q. The squared step is

(ℓ²q)² = 2ℓ⁴k_F²(1 − cos θ) = 2R_c²(1 − cos θ).

The weight 1 − cos θ of the transport time thus appears as the squared length of a hop. The hopping rate is proportional to the number of final states, which supplies a factor ν(E). If successive hops are independent (the condition is given in (h)), the centre performs a random walk in two dimensions with D = ¼ × rate × (step)², so

D(E) = ¼ ν ∫W(θ) 2R_c²(1 − cos θ)dθ = νR_c²/(2τ_tr).

At ν = 1 the Drude result is ½v_F²τ_tr/(1 + ω_c²τ_tr²). It agrees with this D up to a relative error of order (ω_cτ_tr)⁻².

The Einstein relation multiplies D by the density of the diffusing states, g₀ν:

σ_xx = e²∫(−f′) g₀ν D dE = [e²g₀R_c²/(2τ_tr)] ⟨ν²⟩_T.  (5)

Here f is the Fermi function and ⟨…⟩_T is the average with weight −f′(E). One factor ν counts the initial states and the other the final states.

This product can be justified level by level. With the spectral functions A_n = −Im G_n/π, the golden rule for hops at energy E gives

σ_xx(E) = e²(1/πℓ²)(2π/ħ) Σ_{nn′} A_n A_n′ ∫d²q/(2π)² S|M|² ℓ⁴q²/4.

By (2) the matrix element does not depend on the levels, so the double sum becomes (ΣA_n)² = (ν/ħω_c)². The remaining integral is (ℓ⁴/4)(1/2π²R_c)∫₀^∞q²S dq, and the second relation in (1) replaces ∫q²S dq by 2πħ³k_F³/(mτ_tr). Thus

σ_xx(E) = e²ν²ℓ²k_F³/(2πmω_c²R_cτ_tr) = e²ν²k_F²/(2πmω_c²τ_tr),

where k_F/R_c = 1/ℓ² was used. Substituting g₀ and R_c in (5) gives the same expression.

**(f) Convert σ_xx into the resistivity. What multiplies λ?**

Let the electrons drift with velocity u, so that J = −neu. In the frame of the electrons each Fourier component of the disorder moves past them and drives their density at a frequency proportional to q·u. At second order in V, the part of the friction linear in u is a sum of q(q·u) times a function of |q|. For isotropic disorder this sum is parallel to u. Write the friction per area as −nmγu. The force balance is

−ne(E + u × B) − nmγu = 0,

where E is now the electric field. With u = −J/(ne),

E = J × B/(ne) + (mγ/ne²)J.

Hence |ρ_xy| = B/(ne) and ρ_xx = mγ/(ne²). Since σ_xx = ρ_xx/(ρ_xx² + ρ_xy²) and ρ_xx/|ρ_xy| is of order 1/(ω_cτ_tr),

ρ_xx = σ_xx[B/(ne)]²

up to a relative error of order (ω_cτ_tr)⁻². Insert (5), with g₀v_F²/2 = k_F²/(2πm) = n/m:

ρ_xx = [B²/(n²e²)] e² (n/m) [m²/(e²B²)] ⟨ν²⟩_T/τ_tr = ρ₀⟨ν²⟩_T,  ρ₀ = m/(ne²τ_tr).

Writing ν = 1 + δν,

ν² = 1 + 2δν + (δν)²,  2δν = −4λ cos β + ….

The coefficient is four: two from the Poisson sum, which contains s and −s, and two from the square of the density of states. The transport time is confined to ρ₀, and the exponent in λ contains τ_q.

**(g) Average over temperature and give the complete first harmonic.**

Put E = μ + xk_BT and α = 2πk_BT/(ħω_c). Since −f′ is even about μ, only the cosine part survives, and the required factor is

I = ∫h(x) exp(iαx)dx,  h(x) = eˣ/(eˣ + 1)².

Shifting x by 2πi leaves h unchanged and multiplies the exponential by exp(−2πα). The rectangle between the two lines encloses the pole at x = iπ. Near it, with x = iπ + ε, h ≈ −1/ε² and exp(iαx) ≈ exp(−πα)(1 + iαε). The residue is −iα exp(−πα), so

I[1 − exp(−2πα)] = 2πi(−iα)exp(−πα),
I = πα/sinh(πα) = X/sinh X,  X = 2π²k_BT/(ħω_c).

Setting μ = E_F to leading order and using −cos β = cos(β − π), the first harmonic is

Δρ_xx/ρ₀ = 4 exp[−π/(ω_cτ_q)] (X/sinh X) cos[2πE_F/(ħω_c) − π].  (6)

For X → 0 the thermal factor is one. For X ≫ 1 it is 2X exp(−X). The maxima lie where E_F is at the centre of a level.

**(h) Which corrections has (6), and when does it fail?**

The square (δν)² ≈ 4λ²cos²β = 2λ² + 2λ²cos 2β adds a smooth background, which temperature does not damp, and a second harmonic. Its first harmonic arises from the product of the first two harmonics in (4). Relative to −4λ it is half the second coefficient, λ²(1 − 2a).

At fixed density μ also oscillates. At T = 0, integrating ν gives E_F = μ − (λħω_c/π) sin(2πμ/ħω_c), and so μ ≈ E_F + (λħω_c/π) sin β_F with β_F = 2πE_F/(ħω_c). To order λ²,

−4λ cos(β_F + 2λ sin β_F) ≈ −4λ cos β_F + 8λ² sin²β_F.

The added term contains a constant and a second harmonic. The first harmonic therefore changes at order λ³.

The derivation needs both ω_cτ_tr ≫ 1 and λ ≪ 1. Smooth disorder allows both, because τ_tr ≫ τ_q. For isotropic scattering τ_tr = τ_q, and a large ω_cτ_q makes λ approach one; that case lies outside this derivation.

The random walk in (e) needs one more condition. An electron returns to the same region after each revolution, so its hops are independent only if the guiding centre moves by more than d per revolution. The mean-square shift per revolution is δ² = 4πR_c²/(ω_cτ_tr), and with τ_tr = 2(k_F d)²τ_q this gives δ/d = √[2π/(ω_cτ_q)] (ℓ/d)². For ω_cτ_q near one, δ ≫ d requires d smaller than about ℓ. When δ is smaller than d, successive revolutions feel the same potential and the centre drifts along contours of the orbit-averaged potential. Equations (5) and (6) then do not apply, even if d ≪ R_c, ω_cτ_tr ≫ 1 and λ ≪ 1. The parameters of (j) give δ/d ≈ 10.

**(i) Test numerically whether τ_q or τ_tr sets the relative amplitude.**

The level sum in (e) was evaluated with the matrix elements of exp(iq·η) between Landau levels, without approximation (2), for Lorentzian levels of half-width ħ/(2τ_q) at E = 60ħω_c and ω_cτ_q = 1. Equation (6) then predicts 4e^(−π) = 0.1729 at T = 0. Two correlation lengths were used at the same τ_q:

k_F d = 5: τ_tr/τ_q = 49.48, amplitude 0.1731.
k_F d = 3: τ_tr/τ_q = 17.45, amplitude 0.1730.

The transport time changes by a factor 2.8, while the relative amplitude stays the same within 0.1%. With τ_tr in the exponent it would be 3.754 and 3.341. The mean conductivity agrees with (5) at ν = 1 within 0.3%. The width was put in, so it must be checked against the disorder itself: the scattering rate from the level sum is 1.6% and 1.0% below 1/τ_q for R_c/d = 24 and 40, consistent with a correction proportional to d/(v_Fτ_q), since v_Fτ_q = R_c at ω_cτ_q = 1.

**(j) Evaluate the oscillation for m = 0.07 m_e, n = 3.0 × 10¹⁵ m⁻², τ_q = 1.00 ps, d = 20 nm, B = 0.40 T and T = 0.50 K, with Gaussian correlation.**

These are round model parameters. They give k_F = 0.1373 nm⁻¹, E_F = 10.26 meV and ħω_c = 0.6615 meV. The lengths are R_c = 226 nm and v_Fτ_q = 227 nm, both about eleven times d. The required rms potential, 1.39 meV, is well below E_F.

The angular integrals give τ_tr = 14.5 ps; the small-angle estimate 2(2.746)² = 15.1 is close. Thus ω_cτ_tr = 14.6, and the neglected terms of relative order (ω_cτ_tr)⁻² are about 0.5%. The factors in (6) are

π/(ω_cτ_q) = π/1.005 = 3.126,  λ = 0.0439,
X = 1.286,  X/sinh X = 0.770,
4 × 0.0439 × 0.770 = 0.135.

With ρ₀ = 57.0 Ω, the amplitude is 0.135 × 57.0 Ω = 7.7 Ω. Because E_F/(ħω_c) = 15.51 is almost half-integer, this field lies close to a resistivity maximum. Replacing τ_q by τ_tr would give a relative amplitude of 2.48, and 1 + Δρ_xx/ρ₀ would be negative at the minima.

The orbit integral of (d) gives 3.074 for the exponent, 1.7% below 3.126. Most of the difference comes from the small-angle step. Expanding 1 − cos θ to fourth order raises the golden-rule rate by the fraction 1/[8(k_F d)²] = 1.7%.

The thermal average of the full self-consistent ν² has a first harmonic of 0.1337, 1.1% below (6). The estimate in (h) is λ²(1 − 2a) = 0.00193 × (1 − 6.25) = −1.0%. At T = 0 and fixed density the amplitude is 0.1688 against 4λ = 0.1756, a reduction of 3.9%. Both corrections are those of the self-consistent model. Since ℓ = 41 nm is only twice d, crossed lines can change them appreciably.

**(k) How can τ_q be read from oscillations measured at several fields?**

Let A be the relative amplitude. Equation (6) gives

ln(A sinh X/X) = ln 4 − (πm/eτ_q)(1/B).

For a uniform density the slope gives τ_q, and the intercept should be ln 4 = 1.386. In a real sample the density varies from place to place, which smears the phase 2πE_F/(ħω_c). A Gaussian spread of relative width s multiplies A by about exp[−½(2πsE_F/ħω_c)²], whose exponent varies as 1/B². With the parameters of (j) and the three fields used below, s = 0.5% would lower the fitted τ_q to 0.91 ps and raise the intercept to 1.58. An intercept well above ln 4 is therefore a warning that the slope does not measure τ_q alone. The converse does not hold. A Lorentzian spread of relative half-width s multiplies A by exp(−2πsE_F/ħω_c), whose exponent varies as 1/B. With s = 0.5% it leaves the intercept at ln 4 and lowers the fitted τ_q to 0.87 ps. The transport time follows separately from ρ₀.

A straight line through amplitudes calculated from the full ν² at 0.25, 0.30 and 0.40 T has slope −1.243 T and intercept 1.358. It returns τ_q = 1.006 ps and a prefactor of 3.89. The prefactor is 2.8% low because the correction λ²(1 − 2a) is about −1% at 0.40 T and much smaller at the lower fields. This tilts the line slightly, and the extrapolation to 1/B = 0 enlarges the error. The remaining values are in the numerical output below.

Calculated quantities

```
self-consistent DOS at omega_c tau_q = 0.8:
  first harmonic -0.039406, -2*Dingle factor -0.039406
  second harmonic -0.005321, formula -0.005321
Landau-level hopping sum, E = 60 hbar omega_c, omega_c tau_q = 1:
  predicted relative amplitude at T=0: 0.1729
  k_F d = 5: tau_tr/tau_q = 49.48, R_c/d = 24
    scattering rate * tau_q = 0.9836
    mean sigma_xx / formula = 1.0025
    amplitude 0.1731; with tau_tr it would be 3.754
  k_F d = 3: tau_tr/tau_q = 17.45, R_c/d = 40
    scattering rate * tau_q = 0.9900
    mean sigma_xx / formula = 1.0019
    amplitude 0.1730; with tau_tr it would be 3.341
worked example, inputs:
  m = 0.07 m_e, n = 3.0e+15 m^-2
  tau_q = 1.00 ps, d = 20 nm
  B = 0.40 T, T = 0.50 K
worked example, derived values:
  k_F = 0.1373 nm^-1, k_F d = 2.746
  v_F = 2.2706e+05 m/s, v_F tau_q = 227.1 nm
  R_c = 225.9 nm, R_c/d = 11.30
  E_F = 10.259 meV, rms potential = 1.388 meV
  hbar omega_c = 0.6615 meV
  E_F/(hbar omega_c) = 15.509
  tau_tr = 14.515 ps, tau_tr/tau_q = 14.515
  omega_c tau_q = 1.0050
  omega_c tau_tr = 14.588
  (omega_c tau_tr)^-2 = 0.00470
  pi/(omega_c tau_q) = 3.1258
  half variance of orbit phase = 3.0735
  Dingle factor = 0.04390
  X = 1.2857, X/sinh X = 0.7697
  X/sinh X by quadrature = 0.7697
  rho_0 = 57.045 ohm
worked example, results:
  relative amplitude, formula = 0.1352
  relative amplitude, full nu^2 = 0.1337
  mean of full nu^2 = 1.0041
  resistivity amplitude = 7.710 ohm
  with tau_tr wrongly inserted = 2.482
  T=0 amplitude: formula 0.1756, fixed mu 0.1737
  T=0 amplitude at fixed density = 0.1688
recovery from calculated oscillations at 0.25, 0.30, 0.40 T:
  slope = -1.2430 T, intercept = 1.3579
  tau_q = 1.0059 ps, prefactor = 3.888
```
